# Cube-root law for multinuclear layer growth on a dislocation-free crystal face

## The result

A flat crystal face without screw dislocations has no permanent steps. It grows because islands one layer high nucleate on it, spread and merge. Let $J$ be the number of nuclei formed per unit area and time on every exposed terrace, and let $v$ be the speed of a step along its normal. On a face much wider than $\ell=(v/J)^{1/3}$, the number of layers completed per unit time settles at

$$R=C\,(Jv^2)^{1/3}. \qquad (1)$$

Here $C$ is a pure number fixed by the island shape. If a free island of age $t$ has area $\beta v^2t^2$, then

$$\frac{(\beta/3)^{1/3}}{\Gamma(4/3)}\le C\le \frac e3(2\beta)^{1/3}. \qquad (2)$$

For discs $\beta=\pi$ and the bounds are 1.137 and 1.672; simulation gives $C=1.43$. If one layer takes the charge $q$ per unit area, the current density is $i=qR$.

The assumptions are these. Nuclei appear independently and uniformly, and start with negligible size. $J$ and $v$ are constant. All islands have the same convex, centrally symmetric shape and orientation, and islands of one layer merge on contact. The face is flat at $t=0$.

## First derivation: chains of nuclei

### Height as the length of a chain

Let $K$ be the island shape at unit $vt$, with area $\beta$. A nucleus born at point $y$ at time $t_y$ covers $y+v(t-t_y)K$ at time $t$. For convex $K$, spreading for a time $a$ and then for a time $b$ equals spreading for $a+b$.

Suppose a nucleus of layer $n+1$ is born at $x$. That point is already covered by layer $n$, hence by an island that started at some $y$. From then on, the region reached from $x$ lies inside the region reached from $y$. The upper step therefore never overhangs the lower one.

The backward cone of $(x,t)$ is the set of earlier points $(y,t_y)$ from which an island would have reached $x$ by time $t$. At time lag $s$ its cross-section has area $\beta v^2s^2$. A new nucleus gets the layer number one plus the highest layer number in its backward cone. Applying this rule repeatedly gives

$$h(x,t)=\text{length of the longest chain of nuclei ending at }(x,t),$$

where each nucleus of a chain lies in the backward cone of the next, and the last one in that of $(x,t)$.

This was tested against a lattice model in which square islands advance site by site. After 60 time steps on $40\times40$ sites, with three nuclei per step on average, the surface height equalled the longest chain at every site.

### Why the cube root appears

Measure length in units $\ell$ and time in units $\tau$, chosen so that the scaled step speed and the scaled density of nuclei in space and time are both one:

$$\frac{v\tau}{\ell}=1,\qquad J\ell^2\tau=1.$$

The first condition gives $\ell=v\tau$. Inserted in the second, it gives $Jv^2\tau^3=1$, so

$$\tau=(Jv^2)^{-1/3},\qquad \ell=v\tau=(v/J)^{1/3}.$$

Independent random nuclei remain independent and random after this change of units. Neither $J$ nor $v$ is left in the problem, and the mean height must have the form $\langle h\rangle=H(t/\tau)$. If $H(T)/T$ tends to a finite positive constant $C$, then $R=C/\tau$, which is equation (1). It remains to show that this constant exists. Scaled units are used for this, with $T$ the scaled time.

### The height cannot grow faster than linearly

Let $N_k(T)$ be the mean number of chains of $k$ nuclei ending at a given point at time $T$. The last nucleus, at lag $s$, can lie anywhere in a cross-section of area $\beta s^2$, and $k-1$ nuclei must precede it:

$$N_k(T)=\int_0^T\beta s^2N_{k-1}(T-s)\,ds,\qquad N_0=1.$$

The solution is

$$N_k(T)=\frac{(2\beta)^kT^{3k}}{(3k)!}. \qquad (3)$$

It holds for $k=0$. If it holds for $k-1$, the integral

$$\int_0^Ts^2(T-s)^{3k-3}ds=\frac{2\,(3k-3)!}{(3k)!}T^{3k}$$

gives it for $k$. For discs at $T=2.5$, equation (3) predicts 16.36, 13.39 and 2.61 chains of one, two and three nuclei. Sampling 3000 random cones gave 16.32, 13.40 and 2.59.

A height of at least $k$ needs at least one chain of $k$ nuclei, so $P(h\ge k)\le N_k$. With $n!\ge(n/e)^n$ for $n=3k$,

$$N_k\le\left[\frac{e(2\beta)^{1/3}T}{3k}\right]^{3k}=\left(\frac{aT}{k}\right)^{3k},\qquad a=\frac e3(2\beta)^{1/3}.$$

Take any $b>a$. The mean height is $H=\sum_{k\ge1}P(h\ge k)$. Terms with $k\le bT$ are at most one each. For $k>bT$ we have $aT/k<a/b$, so

$$H(T)\le bT+\sum_{k\ge1}(a/b)^{3k}.$$

The last sum is a finite constant. Dividing by $T$ and letting $T\to\infty$ shows that $H/T$ cannot end above $b$. Since $b$ may be as close to $a$ as we like, it cannot end above $a$. This is the upper bound in (2).

### A steady rate exists

Split a time $S+T$ into an early part of length $S$ and a late part of length $T$. Take a longest chain within the late part; its mean length is $H(T)$. Let its earliest nucleus lie at $y$, or set $y=x$ if the chain is empty. Below it, take a longest chain ending at $(y,S)$. All its nuclei lie in the backward cone of the earliest late nucleus, so the two chains join into one.

The choice of $y$ depends on late nuclei alone. The early nuclei are independent of them and uniform over the face, so the lower chain has mean length $H(S)$. The longest chain is at least as long as the joined one:

$$H(S+T)\ge H(S)+H(T). \qquad (4)$$

Now fix $S$ and write a long time as $T=mS+r$ with $0\le r<S$. Repeated use of (4) gives $H(T)\ge mH(S)$. As $T\to\infty$, $m/T\to1/S$, so $H(T)/T$ cannot end below $H(S)/S$. This holds for every $S$. Therefore $H(T)/T$ converges to its largest possible value,

$$C=\sup_S H(S)/S,$$

which is positive and, by the upper bound, finite.

Sampled cones gave $H(2)=1.98$ and $H(4)=4.66$, and the second exceeds twice the first, as (4) requires. The average rates since the start, 0.99 and 1.17, are still below $C$: a deposit that starts flat has a mean rate that approaches the steady one from below.

### The lower bound

Starting at $(x,T)$, step back to the latest nucleus in the backward cone, then to the latest one in that nucleus's cone, and so on. The cone down to lag $s$ has volume $\int_0^s\beta u^2du=\beta s^3/3$. The gap $g$ to the latest nucleus exceeds $s$ if this volume is empty:

$$P(g>s)=e^{-\beta s^3/3}.$$

After each step the next cone contains earlier times alone, about which nothing has yet been learnt, so the gaps are independent. Their mean follows with $u=\beta s^3/3$, that is $s=(3u/\beta)^{1/3}$:

$$\bar g=\int_0^\infty e^{-\beta s^3/3}ds=\left(\frac3\beta\right)^{1/3}\frac13\int_0^\infty u^{-2/3}e^{-u}du=\left(\frac3\beta\right)^{1/3}\Gamma(4/3). \qquad (5)$$

The last step uses $\Gamma(1/3)/3=\Gamma(4/3)$. For discs $\bar g=0.879$; sampling gave 0.878 for the first gap and 0.870 for the second.

Let $m$ gaps fit into $T$. Then $m+1$ gaps exceed $T$. Whether the next gap is drawn depends on earlier gaps alone, so the mean sum of the drawn gaps is $\langle m+1\rangle\bar g$. Hence $\langle m\rangle\ge T/\bar g-1$. The chain found in this way has $m$ nuclei and need not be the longest, so $C\ge1/\bar g$. This is the lower bound in (2).

## Second derivation: balance of steps and nuclei

This derivation starts from a face that is already growing steadily. Let $\lambda$ be the total length of steps per unit area, counted over all layers. In a time $dt$ each step element $dL$ adds the covered area $v\,dt\,dL$. Nuclei of negligible size add no area themselves. Therefore

$$R=v\lambda. \qquad (6)$$

One layer is completed in a mean time $1/R$, during which $J/R$ nuclei form per unit area. Each nucleus belongs to one layer, so the number of nuclei per area in a layer is

$$n=J/R. \qquad (7)$$

A third relation must connect $\lambda$ with $n$. Assume that patterns with different $n$ are enlarged copies of one another in the statistical sense. Every length then scales as the distance between nuclei, $n^{-1/2}$. Step length per area is an inverse length, so

$$\lambda=c\sqrt n, \qquad (8)$$

with a pure number $c$. Combining the three relations,

$$R=vc\sqrt{J/R}\;\Rightarrow\;R^{3/2}=c\,vJ^{1/2}\;\Rightarrow\;R=c^{2/3}(Jv^2)^{1/3}.$$

This is equation (1) with $C=c^{2/3}$. It also shows the mechanism. More frequent nucleation puts more steps on the face, but it also shortens the time in which a layer collects nuclei. This feedback turns the square root in (8) into a cube root.

### An estimate of the constant

A value of $c$ needs one more assumption. For the first layer on a flat face, a point is still bare if its backward cone is empty. In ordinary units the covered fraction is

$$\theta_1(t)=1-e^{-\beta Jv^2t^3/3}. \qquad (9)$$

For discs at $t=0.9\,\tau$ this gives 0.534, and the simulated coverage was 0.539. The mean time for which a point stays bare is

$$\bar t=\int_0^\infty(1-\theta_1)\,dt=\Gamma(4/3)\left(\frac{3}{\beta Jv^2}\right)^{1/3},$$

by the integral in (5). In steady growth each layer is exposed at a given point for a mean time $1/R$. If every layer is treated as though the one below had been completed everywhere at a single moment, then $1/R=\bar t$ and $C=1.137$ for discs.

This coincides with the lower bound of the first derivation, so the estimate cannot be too high. The simulated value, $1.430\pm0.009$ (standard error) on a periodic face of width $16\,\ell$, is 26 % above it. A width of $8\,\ell$ gave $1.424\pm0.008$ in these short runs, which are too noisy to resolve an effect of width. Longer runs put the rate near 1.39, 1.42 and 1.435 at widths $8\,\ell$, $16\,\ell$ and $32\,\ell$, so narrow periodic faces grow up to about 3 % more slowly, and since these values are still rising with width (they extrapolate to about 1.445–1.45), $C=1.43$ should be trusted to about 0.02 and is more likely low than high. The corresponding $c=C^{3/2}$ is 1.71, against 1.21 in the layer-by-layer estimate.

### A second case: a fixed number of nuclei per layer

Suppose that each layer starts from a fixed number $n_0$ of nuclei per area, formed at once as the terrace becomes available. Relation (7) is then replaced by $n=n_0$. Relations (6) and (8) give $R=c'v\sqrt{n_0}$, with another constant $c'$. The rate is now proportional to $v$. The exponent $2/3$ thus belongs to nucleation that continues while the layer fills.

## What each derivation assumes

The first derivation needs independent nuclei, constant $v$ and convex islands of one shape. From these it proves that a steady rate exists and bounds $C$ on both sides, with no assumption about the pattern of steps.

The second takes the steady state and the similarity of patterns for granted. In return, its balances (6) and (7) do not need independent nuclei. Balance (6) does need the same normal speed $v$ on every step element, as for discs and squares; for ellipses or rectangles $v$ must be replaced by the normal speed averaged over the steps. It also shows where the law breaks. If the problem contains one further length $L$, such as the width of the face, while $J$ and $v$ stay constant, relation (8) becomes $\lambda=\sqrt n\,f(nL^2)$ with some function $f$, and a pure cube root no longer follows.

The exponents were measured on a lattice of $600\times600$ sites with square islands. Raising $J$ eightfold from $10^{-5}$ per site and time step, at fixed $v$, gave the exponent 0.343. Lowering $v$ eightfold from one site per time step, at fixed $J$, gave 0.649. Each lies within 3 % of its predicted value, $1/3$ or $2/3$. The two are not independent tests: on the lattice, moving the steps once in eight time steps is the run with eightfold $J$ in a longer time unit, so the exponents add up to one apart from noise. Repeated runs scatter by about 0.01 in each exponent, so the differences from $1/3$ and $2/3$ are not resolved. The same model gave $C=1.56$ for squares in one run (repeats scatter by about 0.02), between the bounds 1.233 and 1.812 for $\beta=4$.

### When the face is small

Let the face have diameter $D$ and area $A$. A nucleus needs a time of order $D/v$ to cover it, and nuclei arrive at the rate $JA$. If $JAD/v\ll1$, which means $(D/\ell)^3\ll1$, each nucleus completes a layer before the next appears, and

$$R=JA. \qquad (10)$$

The step velocity has dropped out. In a simulation with $D=0.3\,\ell$, the number of layers per nucleus was 0.992.

A convex face with free edges cannot grow faster than an equal area within an infinite face; the simulated circular faces below grow more slowly. Its chains can use the nuclei on the face alone, and removing nuclei cannot lengthen the longest chain.

## Example: silver (100) in a capillary

Let $\eta>0$ be the magnitude of the cathodic overpotential at the face, and $\varepsilon$ the free energy of a step per unit length. A disc of radius $r$ changes the free energy by

$$\Delta G=-\pi r^2q\eta+2\pi r\varepsilon.$$

Setting the derivative $-2\pi rq\eta+2\pi\varepsilon$ to zero gives the critical radius, and inserting it gives the barrier:

$$r_c=\frac{\varepsilon}{q\eta},\qquad W=\frac{\pi\varepsilon^2}{q\eta}.$$

Take $J=J_0e^{-W/kT}$ with constant $J_0$, and $v=\kappa\eta$. Since $W\propto1/\eta$, $d\ln J/d\eta=W/(kT\eta)$, while $d\ln v/d\eta=1/\eta$. One third of the first plus two thirds of the second is

$$\frac{d\ln R}{d\eta}=\frac{W/kT+2}{3\eta}. \qquad (11)$$

The inputs are rough values for silver in concentrated silver nitrate at 45 °C: lattice constant $a=0.409$ nm, $\varepsilon=2\times10^{-11}$ J/m (0.125 eV/nm), $\kappa=1$ cm/(s V), and a round prefactor $J_0=10^{11}$ cm⁻² s⁻¹. This prefactor is a chosen number, not a derived one: a classical estimate from the site density, $\kappa$ and $\varepsilon$ is of order $10^{21}$ cm⁻² s⁻¹. The absolute rates below scale as $J_0^{1/3}$ on a wide face and illustrate the law rather than predict a measurement. The face is 200 µm across. A (100) layer has two atoms per $a^2$ and one electron is transferred per atom, so $q=2e/a^2=192$ µC/cm².

At 14 mV, $W=0.292$ eV and $W/kT=10.67$, so $J=2.33\times10^6$ cm⁻² s⁻¹. The step velocity is $v=0.014$ cm/s. Then $Jv^2=456$ s⁻³, whose cube root is 7.70 s⁻¹, and

$$R=1.43\times7.70=11.0\ \text{layers/s},\qquad i=qR=2.1\ \text{mA/cm}^2.$$

With a layer height of 0.2045 nm, the deposit grows at 2.25 nm/s. The table compares the wide-face law with a simulation of the circular face.

| $\eta$ (mV) | $D/\ell$ | $JA$ (1/s) | $R$, law (1/s) | $R$, face (1/s) |
|---|---|---|---|---|
| 8 | 0.92 | 0.245 | 0.53 | 0.19 |
| 11 | 4.5 | 39.9 | 3.6 | 3.2 |
| 14 | 11.0 | 731 | 11.0 | 10.5 |

The number of nuclei per layer, $JA/R$ for the face, rises from 1.3 to 12 and then to about 70. At 8 mV neither limit holds well: the cube-root law is 2.7 times too high, and (10) is about 26 % too high, because $JAD/v=0.6$ is not small. At 14 mV the face reaches 96 % of the wide-face rate.

Dislocation-free silver faces can be prepared in capillaries, and overpotentials of several millivolts are a realistic range for nucleation on them. The law needs the value of $\eta$ at the face itself. By (11), $R$ changes by about 30 % per millivolt at 14 mV. If $\eta$ is measured across 1 mm of electrolyte of conductivity 0.2 S/cm, the calculated current causes an ohmic drop of 1.05 mV, which multiplies the rate by 0.71 (0.73 if the slope (11) at 14 mV is used throughout). Steady depletion of silver ions over the same column, estimated from diffusion alone with 6 mol/L and $10^{-5}$ cm²/s, is 3.6 %; it builds up over several hundred seconds and is only 0.4 % after 10 s. Once steady, it costs another 1.0 mV and a factor of 0.72 (0.74 from the slope). Migration, which carries about half the current in this binary electrolyte, would roughly halve the depletion. Both are first estimates, since a lower current reduces the losses: solved self-consistently, the two together multiply the rate by about 0.64.

The edge energy matters as much: a value 5 % higher multiplies $J$ by about 0.34 and $R$ by about 0.7. The critical disc at 14 mV holds only about 21 atoms, so a barrier built from a macroscopic $\varepsilon$ is itself a rough approximation. Island shape enters in the same way. For a square of side $2r$, $\Delta G=-4r^2q\eta+8r\varepsilon$, so $W=4\varepsilon^2/(q\eta)$, which is 27 % above the disc value at equal $\varepsilon$. This lowers $R$ far more than the larger $C$ of squares raises it.

Other neglected effects are small at 14 mV. An island of radius $r$ spreads at $v(1-r_c/r)$, with $r_c=0.75$ nm. An island that starts at radius $2r_c$ therefore reaches radius $\ell$ 43 µs later than one that starts with zero size and always spreads at $v$. The layer time is 91 ms. Depletion at a single step amounts to about 0.05 mV, the ohmic drop at a step to another 0.05 mV, and the nonlinearity of step kinetics, if charge transfer is symmetric, to about 1 % of $v$; with a transfer coefficient of 0.3 or 0.7 it would be about 10 %. Transport by surface diffusion between islands was not estimated. The numerical output below lists the growth rates for all three overpotentials, and the neglected effects for 14 mV.

## Values computed for the example and the checks

```
first-layer coverage at scaled time 0.9: simulated 0.539, law 0.534
mean chain counts k=1,2,3 at scaled depth 2.5 : simulated [16.32 13.4   2.59] law [16.36 13.39  2.61]
mean backward gap (scaled): first 0.878, second 0.870, law 0.879
mean height at scaled time 2: 1.98, at 4: 4.66
bounds on C, discs: 1.137 to 1.672
bounds on C, squares: 1.233 to 1.812
C discs, periodic width 8: 1.424 +- 0.008
C discs, periodic width 16: 1.430 +- 0.009
C squares, lattice: 1.555
lattice exponent of J: 0.343, of v: 0.649
layers per nucleus on face of scaled diameter 0.3: 0.992
input lattice constant: 0.409 nm, temperature: 318.15 K
input edge energy: 2.0e-11 J/m = 0.125 eV/nm
input step mobility: 1.0 cm/(s V), J0: 1.0e+11 1/(cm2 s), face diameter: 200 um
layer charge q: 191.6 uC/cm2, layer height: 0.2045 nm
eta 8 mV: W 0.512 eV, W/kT 18.67, J 7.805e+02 1/(cm2 s), v 80 um/s
   spacing l 217.2 um, face/l 0.92, J*A 0.245 1/s
   wide face: R 0.527 layers/s, i 0.1009 mA/cm2, growth 0.108 nm/s
   this face: R 0.194 layers/s, i 0.0372 mA/cm2, ratio 0.369 +- 0.002
eta 11 mV: W 0.372 eV, W/kT 13.58, J 1.269e+05 1/(cm2 s), v 110 um/s
   spacing l 44.3 um, face/l 4.52, J*A 39.873 1/s
   wide face: R 3.554 layers/s, i 0.6808 mA/cm2, growth 0.727 nm/s
   this face: R 3.214 layers/s, i 0.6156 mA/cm2, ratio 0.904 +- 0.008
eta 14 mV: W 0.292 eV, W/kT 10.67, J 2.328e+06 1/(cm2 s), v 140 um/s
   spacing l 18.2 um, face/l 11.00, J*A 731.484 1/s
   wide face: R 11.008 layers/s, i 2.1087 mA/cm2, growth 2.251 nm/s
   this face: R 10.540 layers/s, i 2.0190 mA/cm2, ratio 0.957 +- 0.008
critical radius at 14 mV: 0.746 nm
delay of small islands: 43.2 us, layer time 90.8 ms
sensitivity d ln R/d eta: 0.302 per mV
electrolyte inputs: column 1 mm, 0.2 S/cm, D 1e-05 cm2/s, 6 mol/L
ohmic drop in column: 1.05 mV, rate factor 0.728
steady depletion over column: 3.64 %, 1.02 mV, rate factor 0.736
depletion at one step: 0.168 %, 0.046 mV
nonlinearity of step kinetics (symmetric transfer): 1.09 %
edge energy 5 % higher: J factor 0.335, R factor 0.695
```
